# Supersymmetric partner crystals: identical bands and the half-period Lamé translate

## Definitions and conventions

Hartree atomic units are used: $\hbar=m_e=1$, lengths in bohr, energies in hartree. One electron moves in a real, continuous potential $V(x)$ of minimal period $a$:

$$H_1=-\tfrac12\frac{d^2}{dx^2}+V(x),\qquad \psi_k(x+a)=e^{ika}\psi_k(x).$$

The energies at real $k$, ordered and counted with multiplicity, are the bands $E_n(k)$. Inner products are integrals over one cell. Primes denote derivatives with respect to the displayed argument.

Let $\psi_0$ be the lowest periodic ($k=0$) state, with energy $E_0$. Define

$$w=-\frac{\psi_0'}{\psi_0},\qquad V_2=V+w'=V-(\ln\psi_0)'',\qquad H_2=-\tfrac12\frac{d^2}{dx^2}+V_2.$$

The claim is that $H_1$ and $H_2$ have identical bands. For the one-gap Lamé crystal, moreover, $V_2(x)=V(x+a/2)$.

The construction requires $\psi_0$ to have no node. It can be chosen real and minimizes $\int(\tfrac12|\psi'|^2+V|\psi|^2)dx$ among normalized periodic functions. Replacing $\psi_0$ by $|\psi_0|$ leaves this integral unchanged, so $|\psi_0|$ is also a minimizer and solves the Schrödinger equation. If it vanished somewhere, that point would be a minimum of a differentiable function, so its slope would vanish too. A solution with zero value and slope at one point is zero everywhere, a contradiction. Hence $\psi_0>0$ can be chosen. Two independent lowest states could be combined to vanish at a chosen point, so the state is also nondegenerate.

Thus $w$ and $V_2$ are regular and $a$-periodic. Since $\psi_0''=2(V-E_0)\psi_0$,

$$w'=-\frac{\psi_0''}{\psi_0}+\left(\frac{\psi_0'}{\psi_0}\right)^2=w^2-2(V-E_0).$$

Therefore

$$w^2-w'=2(V-E_0),\qquad w^2+w'=2(V_2-E_0). \tag{1}$$

The second relation follows by adding $2w'$ to the first.

**The Lamé crystal.** Let $u=\kappa x$, $0<m<1$, and

$$V=\kappa^2m\,\mathrm{sn}^2(u|m),\qquad a=2K(m)/\kappa,$$

where $K$ is the complete elliptic integral of the first kind. With the parameter $m$ suppressed, the Jacobi functions obey

$$\mathrm{sn}'=\mathrm{cn}\,\mathrm{dn},\quad \mathrm{cn}'=-\mathrm{sn}\,\mathrm{dn},\quad \mathrm{dn}'=-m\,\mathrm{sn}\,\mathrm{cn},$$

$$\mathrm{sn}^2+\mathrm{cn}^2=1,\qquad \mathrm{dn}^2+m\,\mathrm{sn}^2=1.$$

Consequently $\mathrm{dn}''=-m(\mathrm{cn}^2-\mathrm{sn}^2)\mathrm{dn}=(2m\,\mathrm{sn}^2-m)\mathrm{dn}$. Since $H_1=(\kappa^2/2)(-d^2/du^2+2m\,\mathrm{sn}^2)$, dn is an eigenfunction with energy $\kappa^2m/2$. It is positive and has period $2K$ in $u$. A higher periodic state must be orthogonal to the positive $\psi_0$ and so cannot be positive. Hence $\psi_0\propto\mathrm{dn}$.

Its shift by $K$, half this period and equal to $a/2$ in $x$, is needed below. Put $s^2=1-m$ and $g=s/\mathrm{dn}$. From the identities above,

$$(\mathrm{dn}')^2=(1-\mathrm{dn}^2)(\mathrm{dn}^2-s^2),$$

$$(g')^2=\frac{s^2(\mathrm{dn}')^2}{\mathrm{dn}^4}=(g^2-s^2)(1-g^2).$$

Both functions therefore satisfy $y''=(2-m)y-2y^3$, obtained by differentiating and dividing by $2y'$; continuity covers isolated points with $y'=0$. At $u=0$, $g=s$ and $g'=0$. These are also the value and slope of dn at $K$, where $\mathrm{sn}=1$ and $\mathrm{cn}=0$. Uniqueness gives

$$\mathrm{dn}(u+K)=\frac{\sqrt{1-m}}{\mathrm{dn}(u)}. \tag{2}$$

## First derivation: Bloch states

Introduce

$$A=\frac1{\sqrt2}\left(\frac d{dx}+w\right),\qquad A^\dagger=\frac1{\sqrt2}\left(-\frac d{dx}+w\right).$$

They are adjoints on Bloch functions of the same $k$: the product $f^*g$ is periodic, so the boundary terms cancel. Acting on $f$,

$$A^\dagger Af=\tfrac12(-f''-w'f-wf'+wf'+w^2f)=(H_1-E_0)f,$$

$$AA^\dagger f=\tfrac12(-f''+w'f+wf'-wf'+w^2f)=(H_2-E_0)f,$$

by (1). Hence

$$\langle\psi_k|(H_1-E_0)\psi_k\rangle=\int_0^a|A\psi_k|^2dx\ge0.$$

So $E_0$ is the bottom of all bands, not merely of the periodic levels. Equality requires $A\psi_k=0$, whose solution is $\psi_0$, at $k=0$.

Now take a normalized state with $H_1\psi_k=E\psi_k$ and $E>E_0$. Then

$$(H_2-E_0)A\psi_k=A(A^\dagger A)\psi_k=(E-E_0)A\psi_k,$$

and $\|A\psi_k\|^2=E-E_0$. The normalized partner state is

$$\phi_k=\frac{A\psi_k}{\sqrt{E-E_0}}.$$

Periodicity of $w$ ensures that $\phi_k$ has the same $k$. The inverse map is $A^\dagger/\sqrt{E-E_0}$, because $A^\dagger A\psi_k=(E-E_0)\psi_k$; the same argument starts equally well from $H_2$. Inner products are preserved within an eigenspace, so multiplicities agree.

It remains to count the level $E_0$. The equation $A\psi=0$ gives $\psi\propto\psi_0$, while $A^\dagger\phi=0$ gives $\phi\propto1/\psi_0$. Both are periodic, so each Hamiltonian has one such state at $k=0$ and none at other $k$. All bands therefore coincide.

This differs from removing a bound state on an infinite line. There $\psi_0$ decays, $1/\psi_0$ grows, and the partner loses the level. In a crystal both functions are bounded.

For the Lamé crystal, (2) says $1/\psi_0(x)\propto\psi_0(x+a/2)$. The left side solves the $H_2$ equation at $E_0$; the right side solves the equation with potential $V(x+a/2)$ at the same energy. A positive solution fixes its potential through $V_{\rm sol}=E_0+\psi''/(2\psi)$. Hence $V_2(x)=V(x+a/2)$.

## Second derivation: one-cell transfer matrices

This route starts from the differential equation at any energy $E$, without a norm or Bloch condition. Let $\delta=E-E_0$, let $\psi$ solve the $H_1$ equation at $E$, and set

$$\phi=\frac{\psi'+w\psi}{\sqrt2}.$$

Use $\psi''=2(V-E)\psi$ and $w'=w^2-2(V-E_0)$:

$$\phi'=\frac{\psi''+w'\psi+w\psi'}{\sqrt2}
=\frac{(w^2-2\delta)\psi+w\psi'}{\sqrt2}
=w\phi-\sqrt2\,\delta\psi.$$

Differentiate again and substitute $\psi'=\sqrt2\phi-w\psi$:

$$\begin{aligned}
\phi''&=w'\phi+w\phi'-2\delta\phi+\sqrt2\,\delta w\psi\\
&=(w'+w^2-2\delta)\phi=2(V_2-E)\phi.
\end{aligned}$$

The second line uses $w\phi'+\sqrt2\,\delta w\psi=w^2\phi$, and the last equality uses (1). Thus $\phi$ solves the partner equation at the same energy.

The initial data are related by

$$\begin{pmatrix}\phi\\ \phi'\end{pmatrix}=S\begin{pmatrix}\psi\\ \psi'\end{pmatrix},\qquad
S=\frac1{\sqrt2}\begin{pmatrix}w&1\\w^2-2\delta&w\end{pmatrix},$$

with $w=w(0)$ and $\det S=\tfrac12[w^2-(w^2-2\delta)]=\delta$. Let $M_j$ carry value and slope across one cell, from $0$ to $a$, for $H_j$. Since $w(a)=w(0)$, the same $S$ applies at both ends:

$$M_2S=SM_1. \tag{3}$$

For $E\ne E_0$, $S$ is invertible and $M_2=SM_1S^{-1}$. Their traces $D(E)$, the Floquet discriminants, agree. Both traces depend continuously on $E$, so they also agree at $E_0$.

The Wronskian is constant, hence $\det M_j=1$ and the multipliers $\lambda$ of Bloch solutions satisfy $\lambda^2-D\lambda+1=0$. Allowed real $k$ obey $D=2\cos ka$. When $|D|>2$, the multipliers are $\pm e^{\pm\eta a}$, so the two crystals also share the evanescent decay rate $\eta$ in gaps and below the spectrum.

Similarity preserves the number of independent Bloch solutions at a closed gap, where $M_1=\pm1$. At $E_0$, a second solution for $H_1$ is $\psi_0\int^x\psi_0^{-2}dt$, and for $H_2$ it is $\psi_0^{-1}\int^x\psi_0^2dt$. Each integrand is positive, so neither solution is periodic. Both crystals have one periodic state there, which completes the band count.

For the Lamé crystal, the potential can be differentiated directly. Here $w=\kappa m\,\mathrm{sn}\,\mathrm{cn}/\mathrm{dn}$, so

$$\begin{aligned}
\frac{dw}{dx}&=\kappa^2m\left[\mathrm{cn}^2-\mathrm{sn}^2+\frac{m\,\mathrm{sn}^2\mathrm{cn}^2}{\mathrm{dn}^2}\right]\\
&=\kappa^2m\left[\frac{\mathrm{cn}^2(\mathrm{dn}^2+m\,\mathrm{sn}^2)}{\mathrm{dn}^2}-\mathrm{sn}^2\right]
=\kappa^2m\left[\frac{\mathrm{cn}^2}{\mathrm{dn}^2}-\mathrm{sn}^2\right].
\end{aligned}$$

Adding $V$ gives $V_2=\kappa^2m\,\mathrm{cn}^2/\mathrm{dn}^2$. From (2),

$$m\,\mathrm{sn}^2(u+K)=1-\frac{1-m}{\mathrm{dn}^2u}=\frac{m\,\mathrm{cn}^2u}{\mathrm{dn}^2u},$$

which again gives $V_2(x)=V(x+a/2)$.

## What each derivation assumes

Both start from the positive periodic $\psi_0$, which makes $w$ regular and periodic. A band-edge state with a simple node at $x_0$ would give $w\simeq-1/(x-x_0)$ and an inverse-square singularity in $V_2$; neither proof then applies.

The first derivation also uses the inner product and real $k$. It supplies normalized states and the positivity that identifies the band bottom, but does not address evanescent waves. The second uses existence, uniqueness and continuity for a linear differential equation. It covers every energy, including gaps, but supplies no normalization. Its matrix $S$ is singular at $E_0$, where continuity replaces similarity; the first derivation instead counts the two zero modes. Both Lamé arguments use (2), one for the state and the other for the potential.

## When is a partner a translate?

Suppose $V_2(x)=V(x+d)$. Then $\psi_0(x+d)$ and $1/\psi_0(x)$ are both lowest periodic states of $H_2$. Nondegeneracy implies

$$\psi_0(x)\psi_0(x+d)=C.$$

Replacing $x$ by $x+d$ and comparing gives $\psi_0(x+2d)=\psi_0(x)$. The potential determined by $\psi_0$ then also has period $2d$, so $2d$ is an integer multiple of $a$. If $d$ itself were a multiple of $a$, $\psi_0^2$ would be constant and so would $V$. For a nonconstant crystal, therefore, $d=a/2$ modulo $a$.

For a weak potential, adding the relations in (1) gives $V+V_2=2E_0+w^2$. To first order in the potential's strength, $E_0$ is its cell average $\bar V$ and $w^2$ is negligible. Thus $V_2-\bar V\simeq-(V-\bar V)$: the partner is inverted. Inversion equals a half-period shift for a single cosine, but not when a second harmonic of the same order in the strength is present, since that harmonic is unchanged by the shift. The Lamé crystal is no exception: at small $m$ its second harmonic is of second order, beyond this approximation.

## Why this Lamé crystal has one gap

Set $\varepsilon=2E/\kappa^2$, $U=2m\,\mathrm{sn}^2u$, $q=\mathrm{sn}^2u$, and

$$F=c+mq,\quad c=\varepsilon-1-m,\quad P=(\varepsilon-m)(\varepsilon-1)(\varepsilon-1-m).$$

The derivatives of $q$ are

$$q'^2=4q(1-q)(1-mq),\qquad q''=2-4(1+m)q+6mq^2.$$

Insert them in $J=2FF''-F'^2-4(U-\varepsilon)F^2$. The coefficients of $q$, $q^2$ and $q^3$ are respectively

$$8mc(\varepsilon-1-m-c),\quad4m^2(\varepsilon-1-m-c),\quad(12-4-8)m^3,$$

all zero. The constant term is $4c(m+\varepsilon c)=4P$, so $J=4P$.

Where $P>0$ and $F$ has no zero, define

$$y_\pm=\sqrt{|F|}\exp\left(\pm i\sqrt P\int_0^u\frac{dt}{|F(t)|}\right).$$

With $G=|F|$, two differentiations give

$$\frac{y_\pm''}{y_\pm}=\frac{2GG''-G'^2-4P}{4G^2}=U-\varepsilon,$$

so these are bounded Bloch solutions. Their phase per cell is

$$\Phi=\sqrt P\int_0^{2K}\frac{du}{|F|}, \qquad \Phi=\pm ka\ \text{modulo }2\pi. \tag{4}$$

For $m<\varepsilon<1$, $F$ stays negative; for $\varepsilon>1+m$, it stays positive. Both ranges are allowed.

For $1<\varepsilon<1+m$, $F(0)<0<F(K)$, so $F$ has a zero. Differentiating $J=4P$ and dividing by $2F$ gives $F'''=4(U-\varepsilon)F'+2U'F$. Products of two Schrödinger solutions span the solutions of this third-order equation. If a Bloch solution $\psi$ had a nonreal multiplier of unit modulus, $F$ would combine $\psi^2$, $|\psi|^2$ and $\psi^{*2}$. Of these only $|\psi|^2$ is periodic, so $F\propto|\psi|^2$. That cannot vanish: at a zero, $\psi$ and $\psi^*$ would have zero Wronskian and be dependent. Hence no energy in this interval has $|D|<2$. Nor can an isolated level lie there, because each $E_n(k)$ is continuous and not constant, as $D(E)=2\cos ka$ shows.

The band edges are therefore

$$E=\frac{\kappa^2}{2}\{m,1,1+m\}.$$

The first band has width $\kappa^2(1-m)/2$, the gap is $\kappa^2m/2$, and no further gap opens. As $m\to0$ at fixed $a$, the gap closes. As $m\to1$ at fixed $\kappa$, the wells separate and the first band narrows to zero width. In a fixed window around one well, $V\to\kappa^2\tanh^2u$ and $V_2\to\kappa^2$: the partner's well has moved away by half of a diverging period. This recovers the loss of a bound state on the line.

## The band-bottom mass

Write $\psi_k=\psi_0f$. The two Schrödinger equations give

$$(\psi_0^2f')'=-2(E-E_0)\psi_0^2f.$$

The nondegenerate lowest band is even in $k$, so $E-E_0=O(k^2)$. Choose $f=1+O(k)$. To first order $\psi_0^2f'=C$, and the Bloch condition gives $ika=C I_-$, where $I_\pm=\int_0^a\psi_0^{\pm2}dx$. Since $A\psi_k=\psi_0f'/\sqrt2\simeq C/(\sqrt2\psi_0)$,

$$(E-E_0)I_+=\int_0^a|A\psi_k|^2dx\simeq\frac{k^2a^2}{2I_-},$$

$$m^*=\frac{I_+I_-}{a^2}.$$

Here $E-E_0\simeq k^2/(2m^*)$, with $m^*$ in electron masses. Exchanging $\psi_0$ and $1/\psi_0$ leaves it unchanged. The calculation also shows that the mapped state tends to the partner's ground state $1/\psi_0$, apart from phase and normalization.

For the Lamé crystal let $\mathcal E(m)=\int_0^K\mathrm{dn}^2du$. Equation (2) gives $\int_0^{2K}\mathrm{dn}^{-2}du=2\mathcal E/(1-m)$, hence

$$m^*=\frac{\mathcal E(m)^2}{(1-m)K(m)^2}.$$

## A numerical crystal

Take $a=6$ bohr and $m=0.8$, round model parameters not assigned to a material. With $K=2.257205$, $\kappa=2K/a=0.7524$ bohr$^{-1}$ and $\kappa^2/2=0.28305$ hartree. The edges are this number times $0.8$, $1$ and $1.8$: $0.22644$, $0.28305$ and $0.50950$ hartree. The first band is $0.05661$ hartree wide, or 1.54 eV; the gap is $0.22644$ hartree, or 6.16 eV.

At $x=0$, $V=0$ while $V_2=0.45289$ hartree; at $x=a/2$ the values are exchanged. At $x=a/4$ both equal $0.31294$ hartree, because $V$ is even and periodic. Plane-wave diagonalization at $k=\pi/(2a)$ gives $0.24971$, $0.60995$ and $1.13576$ hartree for both crystals. Equation (4) then gives phases $0.5\pi$, $1.5\pi$ and $2.5\pi$, the values of $ka$, $2\pi-ka$ and $2\pi+ka$. The mass is $1.17849^2/(0.2\times2.257205^2)=1.363$, in agreement with the band curvature.

The general theorem was tested on

$$V=0.30\cos(2\pi x/a)+0.15\cos(4\pi x/a+1)\ \text{hartree},$$

again with $a=6$ bohr. The lowest five bands of $V$ and $V_2$, compared at seven $k$, differ by at most $2.0\times10^{-13}$ hartree. Reversing the sign of $w'$ produces a largest difference of $0.3466$ hartree. In the middle of the first gap both discriminants are $-4.8213$. Thus $2\cosh\eta a=4.8213$, giving $\eta a\simeq1.53$ and $\eta\simeq0.25$ bohr$^{-1}$ for both crystals.

Yet the partner of this potential is not a translate. Over 256 equally spaced shifts, the smallest maximum mismatch is 49% of the range of $V$. For $3\kappa^2m\,\mathrm{sn}^2(\kappa x|m)$, the two-gap Lamé potential, it is 27%, although the computed bands again agree. A mirror image $V(-x)$ always has the same bands as $V$, so for an asymmetric potential identical bands never fix the potential up to translation alone. The two-gap potential is even, so its partner is not a translated mirror image either. Identical bands therefore do not determine the potential even up to translation and reflection. The remaining values are in the numerical output.

## Computed results

```
period a = 6.000 bohr; elliptic parameter m = 0.800
GENERAL CRYSTAL
E0 = -0.072938 hartree; w(0) = -0.065444 1/bohr
psi0 min, max = 0.20855, 0.57853 bohr^-1/2
largest band difference, 5 bands = 2.0e-13 hartree
same with sign of w' reversed = 0.3466 hartree
below spectrum: E = -0.172938 hartree; tr M1, tr M2 = 21.3930437, 21.3930437
in band 1: E = -0.050505 hartree; tr M1, tr M2 = -0.2730833, -0.2730833
in gap 1: E = 0.109273 hartree; tr M1, tr M2 = -4.8213198, -4.8213198
at E0: E = -0.072938 hartree; tr M1, tr M2 = 2.0000000, 2.0000000
mass: integrals 1.594536, bands 1.594536 m_e
overlap of mapped state with 1/psi0 at k = 0.001 1/bohr: 0.9999967
best-translate misfit / range of V = 0.4932
ONE-GAP LAME CRYSTAL
K(m) = 2.257205; E(m) = 1.178490; kappa = 0.752402 1/bohr
kappa^2/2 = 0.283054 hartree
x (bohr), V (hartree), partner V2 (hartree), V(x+a/2) (hartree)
0.000  0.000000  0.452887  0.452887
0.750  0.120528  0.422261  0.422261
1.500  0.312937  0.312937  0.312937
2.250  0.422261  0.120528  0.120528
3.000  0.452887  -0.000000  0.000000
largest |V2(x) - V(x+a/2)| = 8.5e-13 hartree
psi0(x) psi0(x+a/2)/psi0(0)^2 = 0.447214
band edges, diagonalized (hartree): 0.226443 0.283054 0.509498
band edges, formula (hartree): 0.226443 0.283054 0.509498
first band width = 0.056611 hartree = 1.5405 eV
gap = 0.226443 hartree = 6.1618 eV
next two gaps = 1.3e-15, 4.3e-14 hartree
largest band difference, 5 bands = 2.6e-13 hartree
k = 0.25 pi/a, bands 1-3:
  V  (hartree): 0.232625 0.710661 0.975352
  V2 (hartree): 0.232625 0.710661 0.975352
  phase integral / pi: 0.250000 1.750000 2.250000
k = 0.50 pi/a, bands 1-3:
  V  (hartree): 0.249711 0.609949 1.135763
  V2 (hartree): 0.249711 0.609949 1.135763
  phase integral / pi: 0.500000 1.500000 2.500000
k = 0.75 pi/a, bands 1-3:
  V  (hartree): 0.271572 0.537773 1.314025
  V2 (hartree): 0.271572 0.537773 1.314025
  phase integral / pi: 0.750000 1.250000 2.750000
mass: formula 1.362949, V bands 1.362949, V2 bands 1.362949 m_e
TWO-GAP LAME CRYSTAL
E0 = 0.500148 hartree; band difference = 1.9e-13 hartree
best-translate misfit / range of V = 0.2745
```
